# Scherrer Width of a Hafnia Diffraction Peak: A Worked Exercise

## The problem

A hafnia film for a ferroelectric memory capacitor is examined with copper K-alpha1 radiation, wavelength \(\lambda = 0.154059\) nm. Its strongest peak lies at a detector angle of 30.3 degrees. Suppose that the crystallites measure 10 nm along the scattering vector, which is the normal to the reflecting planes.

(a) Use the Scherrer formula with shape factor 0.9 to find the width of the peak in degrees.

(b) Derive the formula for a stack of identical planes, and find the shape factor that such a stack really has.

(c) A measured peak is also broadened by other causes. Judge how far they change the size that one would read from its width.

The Scherrer formula is

\[
B=\frac{K\lambda}{L\cos\theta}.
\]

Here \(L\) is the crystallite size along the scattering vector, \(K\) is a pure number called the shape factor, and \(\theta\) is the angle between the incoming beam and the reflecting planes. The width \(B\) is the full width at half of the maximum height. It is measured on the scale of the detector angle \(2\theta\) and comes out in radians. The formula contains a ratio of two lengths, so any unit of length will serve if both are given in it.

Parts (a) and (b) assume that each wave is scattered once, that the crystallites are unstrained and equal in size, that the radiation has a single wavelength, and that the instrument adds no width.

## Hints

**Hint 1.** A diffraction pattern is plotted against \(2\theta\). Which angle belongs in the cosine?

**Hint 2.** The formula is derived by differentiating a sine, so its result is in radians. Convert at the end.

**Hint 3.** For part (b), find the phase difference between waves reflected by neighbouring planes, and add the waves as a geometric series. Then ask how far \(\theta\) must move from the Bragg angle before the intensity has fallen to one half.

**Hint 4.** The half-height points lie on both sides of the maximum, and the detector angle changes twice as fast as \(\theta\). Each fact gives a factor of two.

**Hint 5.** For part (c), note that \(L\) and \(B\) are inversely proportional. Whatever widens the peak makes the crystallite look smaller.

## Solution

### (a) The width

The detector angle is twice the angle in the formula, so

\[
\theta=\frac{30.3^\circ}{2}=15.15^\circ,\qquad \cos\theta=0.96524 .
\]

The numerator and the denominator are

\[
K\lambda=0.9\times0.154059\ \text{nm}=0.138653\ \text{nm},
\]
\[
L\cos\theta=10\ \text{nm}\times0.96524=9.6524\ \text{nm}.
\]

Their ratio is the width in radians, and the factor \(180/\pi\) converts it to degrees:

\[
B=\frac{0.138653}{9.6524}=0.014365\ \text{rad},
\qquad
B=0.014365\times\frac{180^\circ}{\pi}=0.823^\circ .
\]

The peak is about 0.82 degree wide.

If the full detector angle of 30.3 degrees is put in the cosine, the result is 0.92 degree, which is 12 % too large. The slip is easy to overlook because the wrong answer still looks reasonable.

The formula can also be read backwards. At fixed wavelength, angle and shape factor, the product \(BL\) is constant, so a small relative error in the width gives an equal and opposite relative error in the size. An error of 0.01 degree in \(B\) is 1.2 % of the width and shifts the size by about 0.12 nm.

### (b) Where the formula comes from

**Adding the waves.** Take \(N\) parallel planes with spacing \(d\). A beam meets them at angle \(\theta\) and leaves at the same angle. The wave reflected by one plane travels farther than the wave from the plane above it by \(d\sin\theta\) on the way in and by \(d\sin\theta\) on the way out. The phase difference is therefore

\[
\frac{2\pi}{\lambda}\,2d\sin\theta = 2x,
\qquad
x=\frac{2\pi d\sin\theta}{\lambda}.
\]

If each plane contributes unit amplitude, the total is a geometric series:

\[
A=\sum_{j=0}^{N-1}e^{2ijx}=\frac{e^{2iNx}-1}{e^{2ix}-1}.
\]

Take \(e^{iNx}\) out of the numerator and \(e^{ix}\) out of the denominator. What remains in each is a difference of the form \(e^{iy}-e^{-iy}=2i\sin y\), so

\[
A=e^{i(N-1)x}\,\frac{\sin Nx}{\sin x},
\qquad
|A|^2=\frac{\sin^2 Nx}{\sin^2 x}.
\]

The intensity reaches its largest value, \(N^2\), when all the waves are in phase. This requires \(x=n\pi\) with integer \(n\), which is Bragg's law:

\[
2d\sin\theta=n\lambda .
\]

For the first order, \(n=1\), the peak in the problem gives \(d=0.29474\) nm. A crystallite 10 nm thick then has about 34 planes.

**Moving off the maximum.** Let the angle change from the Bragg value \(\theta\) to \(\theta+\delta\theta\), and write \(x=n\pi+\varepsilon\). To first order in \(\delta\theta\),

\[
\varepsilon=\frac{2\pi d\cos\theta}{\lambda}\,\delta\theta .
\]

Adding \(n\pi\) to the argument of a sine changes at most its sign, which the square removes. Hence \(|A|^2=\sin^2(N\varepsilon)/\sin^2\varepsilon\). For many planes the peak is narrow, \(\varepsilon\) is small across it, and \(\sin\varepsilon\) may be replaced by \(\varepsilon\). The product \(N\varepsilon\) is not small and must stay inside its sine. With \(L=Nd\) and

\[
u=N\varepsilon=\frac{2\pi L\cos\theta}{\lambda}\,\delta\theta ,
\]

the intensity relative to its maximum becomes

\[
\frac{|A|^2}{N^2}=\left(\frac{\sin u}{u}\right)^2 .
\]

**Finding half height.** We need \((\sin u/u)^2=1/2\), or \(\sin u=u/\sqrt2\). Between \(u=0\) and \(u=\pi\) the ratio \(\sin u/u\) falls steadily from 1 to 0, so there is one solution in this range. Numerically it is \(u=1.3916\). Beyond \(u=\pi\) the relative intensity cannot exceed \(1/\pi^2\), about 0.10, so the side maxima do not reach half height.

The corresponding change of angle is

\[
\delta\theta=\frac{u\lambda}{2\pi L\cos\theta}.
\]

The distance between the two half-height points is \(2\,\delta\theta\) on the scale of \(\theta\), and \(4\,\delta\theta\) on the scale of \(2\theta\). Therefore

\[
B=4\,\delta\theta=\frac{2u}{\pi}\,\frac{\lambda}{L\cos\theta},
\qquad
K=\frac{2u}{\pi}=\frac{2\times1.3916}{\pi}=0.886 .
\]

This is the Scherrer formula, with the shape factor of a uniform stack. The value 0.9 is 1.6 % larger. With \(K=0.886\) the width for 10 nm is 0.810 degree instead of 0.823 degree, so even the second decimal of the answer to part (a) depends on the chosen shape factor.

**What the formula says.** At half height, the phase difference between the first and last planes has moved from its Bragg value by nearly \(2N\varepsilon=2u=2.78\) radians, a little less than half a cycle. A thicker stack builds up this mismatch after a smaller turn, so its peak is narrower. The cosine appears because the path difference depends on \(\sin\theta\), whose rate of change is \(\cos\theta\). At a larger Bragg angle the path difference responds less to a turn, and the peak is wider.

**Testing the small-angle steps.** The derivation linearized \(\sin\theta\) and replaced \(\sin\varepsilon\) by \(\varepsilon\). Neither step is needed if the waves are summed numerically. For 34 planes, with total thickness 10.0212 nm, the direct sum gives a width of 0.8087 degree. The formula with \(K=0.88589\) gives

\[
B=\frac{0.88589\times0.154059}{10.0212\times0.96524}\times\frac{180^\circ}{\pi}=0.8084^\circ .
\]

The two differ by about 4 parts in 10,000. The same comparison was made with 68 planes and in the second order of reflection, and in every case the agreement was better than one part in a thousand. This tests both the dependence on \(1/L\) and the dependence on \(1/\cos\theta\).

**Where it fails.** At half height \(\varepsilon=1.39/N\). For a stack of only a few planes this is no longer small, and the full ratio of sines must be used. The linearization of \(\sin\theta\) also fails close to \(\theta=90^\circ\), where \(\cos\theta\) vanishes and the formula would give an infinite width.

For large crystallites the formula remains valid, but the measurement loses its sensitivity. With \(K=0.9\) at this peak position, the size width falls to 0.1 degree at

\[
L=\frac{0.138653\ \text{nm}}{(0.1\,\pi/180)\times0.96524}\approx 82\ \text{nm}.
\]

If the instrument itself has a width of 0.1 degree, crystallites larger than this broaden the peak by less than the instrument does.

### (c) From a measured width to a size

Begin with the calculated profile of the uniform 10 nm stack, 0.810 degree wide. Reading this width with \(K=0.9\) gives 10.16 nm. The small excess comes from using 0.9 where the stack has 0.886, and 10.16 nm is therefore the right starting point for judging the other effects.

Four causes of broadening are now added, with rough typical strengths:

- **The K-alpha2 line.** Copper radiation that has not been filtered to a single line contains a second one, with a wavelength about 0.25 % longer and about half the strength. Its peak is shifted by 0.078 degree.
- **The instrument.** It is given a Gaussian response with a full width of 0.1 degree.
- **Microstrain.** The plane spacing varies with a root-mean-square relative spread of 0.3 %. Variation 2 works out the effect.
- **A second phase.** A peak of equal strength and shape lies 0.2 degree away, and the sum is read as one peak.

Applied one at a time to the same stack, they give:

| Added effect | Width (degrees) | Apparent size (nm) |
|---|---|---|
| none | 0.810 | 10.16 |
| K-alpha2 line | 0.814 | 10.12 |
| instrument | 0.815 | 10.10 |
| microstrain | 0.832 | 9.89 |
| second phase | 0.837 | 9.84 |
| all four | 0.867 | 9.49 |

For these inputs the second phase and the microstrain matter most. All four together lower the apparent size by 0.67 nm, or 6.6 % of the value for the stack alone. Each effect is modest because the size width is large compared with the strengths chosen. The loss grows roughly as the square of the strength, so the ranking can change: taken one at a time, an instrument width of 0.3 degree gives 9.67 nm, a phase separation of 0.4 degree gives 8.78 nm, and a strain spread of 1 % gives 7.77 nm. The same disturbances would matter more for a larger crystallite, whose own peak is narrower, as long as the peaks of the two phases still merge into one. If the second phase acts alone, the peaks of large crystallites separate, and once the dip between them lies well below half height the width of each can be read almost undisturbed by the other. With the strain and instrument widths used here, together 0.24 degree in quadrature, peaks 0.2 degree apart stay merged at any crystallite size.

**The real film.** A thickness near 10 nm is typical of hafnia ferroelectric capacitors, and the strongest reflections of the orthorhombic and tetragonal phases lie close together near the angle used here. If both phases are present, what looks like one peak may therefore be the sum of two. In the model above, overlap with an equal peak 0.2 degree away lowers the apparent size by 0.32 nm, and a different separation or mixture would give a different shift. Real crystallites also vary in size and shape, and Variation 1 shows that shape can matter more than all four effects in the table.

The direction of \(L\) needs care too. Thin films are often measured with the incoming beam nearly parallel to the surface. If the beam makes an angle \(\omega\) with the surface, the reflecting planes are tilted from the surface by \(\theta-\omega\). For \(\omega=0.5^\circ\) the tilt is \(14.65^\circ\), and the measured size is taken along a line tilted by that angle from the film normal. A straight path at this tilt through a 10 nm film has length \(10/\cos14.65^\circ=10.3\) nm. A Scherrer size thus describes lengths inside the crystallites along one direction. If these lengths vary, the longer ones count more, because the peak intensity of a stack grows as \(N^2\). The result should not be equated with the film thickness without further evidence.

## Variation 1: a spherical crystallite

**Question.** The crystallites are spheres of diameter \(D=10\) nm. How wide is the peak?

**Solution.** Describe the distance from the maximum by \(s\), the change in \(2\sin\theta/\lambda\). For a small change of detector angle, \(s=\cos\theta\,\delta(2\theta)/\lambda\). The earlier variable is then \(u=\pi Ls\).

In a powder, crystallites with slightly different orientations contribute at the same detector angle. Summing over these small tilts amounts to integrating the intensity over the two components of the scattering vector perpendicular to its mean direction. By Parseval's theorem, the result is a sum of the intensities of thin columns parallel to the scattering vector. Each column acts as a stack of its own length.

A column at distance \(r\) from the axis of the sphere has length \(M=\sqrt{D^2-4r^2}\) and amplitude \(\sin(\pi Ms)/(\pi s)\). The ring between \(r\) and \(r+dr\) has area \(2\pi r\,dr\). Differentiating \(M^2=D^2-4r^2\) gives \(r\,dr=-M\,dM/4\), and the minus sign is absorbed by reversing the limits:

\[
P(s)=\int_0^{D/2}2\pi r\,\frac{\sin^2(\pi Ms)}{(\pi s)^2}\,dr
=\frac{\pi}{2(\pi s)^2}\int_0^D M\sin^2(\pi Ms)\,dM .
\]

Write \(\sin^2 y=(1-\cos2y)/2\), integrate the cosine term by parts, and set \(v=\pi Ds\). The integral becomes

\[
\int_0^D M\sin^2(\pi Ms)\,dM
=\frac{D^2}{4}\left(1-\frac{\sin2v}{v}+\frac{\sin^2v}{v^2}\right).
\]

For small \(v\) the bracket tends to \(v^2\). The intensity relative to its maximum is therefore

\[
\frac{P(s)}{P(0)}=\frac{1}{v^2}\left(1-\frac{\sin2v}{v}+\frac{\sin^2v}{v^2}\right).
\]

It equals one half at \(v=1.738\). The full width in \(s\) is \(2v/(\pi D)\), and multiplying by \(\lambda/\cos\theta\) converts it to the detector angle:

\[
B=\frac{2v}{\pi}\,\frac{\lambda}{D\cos\theta},
\qquad K=\frac{2v}{\pi}=1.107,
\qquad B=1.01^\circ .
\]

The peak is wider than that of the 10 nm stack because every column except the central one is shorter than the diameter. Reading this width with \(K=0.9\) would give \(10\times0.9/1.107=8.1\) nm. The shape factor must match both the shape of the crystallite and the length that is being called its size.

## Variation 2: a spread of plane spacings

**Question.** The relative spacing \(\delta d/d\) has a Gaussian distribution with root-mean-square spread 0.3 %. How much width does this cause, and how can it be told apart from the effect of size?

**Solution.** Differentiate Bragg's law at fixed wavelength and order:

\[
0=2\,\delta d\,\sin\theta+2d\cos\theta\,\delta\theta
\quad\Rightarrow\quad
\delta(2\theta)=-2\tan\theta\,\frac{\delta d}{d}.
\]

The minus sign says that a larger spacing moves the peak to a smaller angle. A uniform strain therefore shifts the peak, while a spread of strains widens it. With \(\tan\theta=0.27076\), the root-mean-square spread in detector angle is

\[
2\times0.27076\times0.003=0.00162\ \text{rad}=0.093^\circ .
\]

A Gaussian \(e^{-w^2/2\sigma^2}\) falls to one half at \(w=\sigma\sqrt{2\ln2}\), so its full width is \(2\sqrt{2\ln2}\,\sigma=2.355\,\sigma\). Here that is 0.219 degree.

This width must not simply be added to the size width. Each spacing produces its own shifted copy of the stack profile, and the observed peak is the sum of the copies, which is a convolution. Carried out numerically, it raises the width from 0.810 to 0.832 degree. Adding the two widths in quadrature, the rule for two Gaussians, would give 0.839 degree. It is not exact here because the stack profile is not Gaussian.

A single width cannot separate size from strain, since a smaller crystallite and a larger spread can produce the same value. A second order of reflection from the same planes helps. There \(\sin\theta\) doubles from 0.2613 to 0.5227, and \(\cos\theta\) falls to 0.853. The size width, proportional to \(1/\cos\theta\), grows by a factor of \(0.965/0.853=1.13\). The strain width, proportional to \(\tan\theta=\sin\theta/\cos\theta\), grows by twice that factor, 2.26. Measuring both orders thus gives two conditions for the two unknowns, provided that the shapes of the size and strain profiles and the instrument width are known, that both orders sample the same length \(L\), that no other reflection of this or another phase overlaps either peak, and that the K-alpha2 line is absent or allowed for. The shift of that line also grows as \(\tan\theta\), so if ignored it is partly mistaken for strain. The condition on \(L\) holds in a symmetric scan, where both orders come from the same crystallites, but not at fixed grazing incidence. For \(\omega=0.5^\circ\) the second order is tilted by \(31.0^\circ\), and a path through a 10 nm film is \(10/\cos31.0^\circ=11.7\) nm instead of 10.3 nm. For crystallites that span the film and are much wider than it is thick, the size width then grows by only \(1.13\times10.3/11.7\approx1.00\), and an analysis that assumes one size finds almost no strain where the true spread is 0.3 %.

The numerical output lists the main values for the stated inputs. The figures for other strengths follow from the same profile calculation with the inputs changed, and the rest from the arithmetic shown.

## Computed results

```
wavelength, copper K-alpha1: 0.154059 nm
crystallite size: 10.0 nm
shape factor K: 0.9
peak position 2 theta: 30.3 degrees
theta: 15.15 degrees
cos theta: 0.96524
tan theta: 0.27076
K times wavelength: 0.138653 nm
size times cos theta: 9.6524 nm
Scherrer width: 0.014365 rad
Scherrer width: 0.8230 degrees
width if 2 theta is put in the cosine: 0.9201 degrees
half-height argument u: 1.39156
shape factor of uniform stack: 0.88589
plane spacing: 0.29474 nm
planes in explicit sum: 34
thickness in explicit sum: 10.0212 nm
width from explicit sum: 0.8087 degrees
shape factor of sphere (diameter): 1.1067
width for sphere of same size: 1.0120 degrees
rough K-alpha2 wavelength excess: 0.25 %
rough K-alpha2 relative strength: 0.5
K-alpha2 peak shift: 0.0776 degrees
rough instrument width: 0.1 degrees
rough rms microstrain: 0.3 %
microstrain full width: 0.2192 degrees
rough second-phase offset: 0.2 degrees
stack alone: width 0.8101 degrees, apparent size 10.16 nm
with K-alpha2: width 0.8135 degrees, apparent size 10.12 nm
with instrument: width 0.8147 degrees, apparent size 10.10 nm
with microstrain: width 0.8321 degrees, apparent size 9.89 nm
with second phase: width 0.8368 degrees, apparent size 9.84 nm
with all four: width 0.8671 degrees, apparent size 9.49 nm
```
